# Diffusion on a row of sites when some jumps are double

## Problem

An adatom moves along a straight row of equivalent sites with spacing $a$. It jumps at total rate $\Gamma$, where jumps to the left and to the right are counted together and each jump counts once, whatever its length. A fraction $f$ of the jumps span two sites and the rest span one. Left and right are equally likely, and each jump is independent of those before it.

1. Find the diffusion coefficient $D$. By what percentage does it change when $f$ goes from 0 to 0.1 at fixed $\Gamma$?
2. How does the answer change if each double jump is replaced by two independent single jumps? How does it change if double jumps are instead added while the rate of single jumps is held fixed?
3. Show that a weak density wave in a dilute layer of such atoms decays with the same $D$ when its wavelength is long.
4. Let the atoms exclude one another from a site, and let a double jump require both the middle and the final site to be empty. Find the collective diffusion coefficient at coverage $\theta$, the mean number of atoms per site.
5. Evaluate the result for $a=0.27$ nm, a barrier $E=0.30$ eV, a total prefactor $\nu=3\times10^{12}\ \mathrm{s^{-1}}$ and $T=130$ K, and estimate what the model neglects.

## Solution

### 1. One adatom

Let jump number $i$ have direction $s_i=\pm1$ and length $l_i=1$ or $2$ in units of $a$. After $N$ jumps

$$x=a\sum_{i=1}^{N}s_il_i,\qquad
\langle x^2\rangle_N=a^2\sum_i\langle l_i^2\rangle+a^2\sum_{i\ne j}\langle s_il_is_jl_j\rangle .$$

The directions are independent of each other and of the lengths, and $\langle s_i\rangle=0$, so every term of the second sum vanishes. In the first sum

$$\langle l^2\rangle=(1-f)\cdot1^2+f\cdot2^2=1+3f .$$

The mean number of jumps in time $t$ is $\Gamma t$. Hence $\langle x^2\rangle=\Gamma t\,a^2(1+3f)$. In one dimension $D$ is defined by $\langle x^2\rangle=2Dt$, which gives

$$D=\frac{\Gamma a^2}{2}(1+3f)=D_0(1+3f),\qquad D_0=\frac{\Gamma a^2}{2}.$$

For $f=0.1$ the ratio is $D/D_0=0.9\times1+0.1\times4=1.3$, so diffusion increases by 30 percent. The mean jump length rises by 10 percent only; $D$ depends on the mean square length.

### 2. What is held fixed

If each double jump is split into two independent single jumps, the total rate becomes $\Gamma(1-f)+2\Gamma f=\Gamma(1+f)$, all of it in single jumps. Then $D/D_0=1+f=1.1$.

The remaining $2f=0.2$ comes from direction. Two single steps have squared displacement $a^2(s_1+s_2)^2=a^2(2+2s_1s_2)$. The mean is $2a^2$ for independent steps, but $4a^2$ when both go the same way, as they do in a double jump.

If instead the single-jump rate stays at $\Gamma(1-f)$ and the double jumps come on top of it, the starting value of $D$ is $(1-f)D_0$, and the increase is by the factor

$$\frac{1+3f}{1-f}=\frac{1.3}{0.9}=1.444 .$$

The 30 percent therefore belongs to a fixed total rate, with double jumps taking the place of single ones.

### 3. A density wave in a dilute layer

When atoms rarely meet, the mean occupation $\rho_j$ of site $j$ obeys

$$\dot\rho_j=\frac{\Gamma(1-f)}{2}(\rho_{j+1}+\rho_{j-1}-2\rho_j)+\frac{\Gamma f}{2}(\rho_{j+2}+\rho_{j-2}-2\rho_j).$$

A uniform density is stationary, so only the deviation matters. Let it be proportional to $\cos(qj)$, with $q=ka$ and $k$ the wavenumber. Since $\cos q(j+m)+\cos q(j-m)=2\cos(qm)\cos(qj)$, the wave keeps its shape and decays at the rate

$$\gamma(q)=\Gamma\left[(1-f)(1-\cos q)+f(1-\cos2q)\right].$$

With single jumps alone the rate is $\gamma_0=\Gamma(1-\cos q)$. Using $1-\cos2q=2\sin^2q=2(1-\cos q)(1+\cos q)$,

$$\frac{\gamma}{\gamma_0}=1-f+2f(1+\cos q).$$

For long waves $q\to0$, the ratio tends to $1+3f$ and $\gamma_0\to\Gamma q^2/2=D_0k^2$. Thus $\gamma\to Dk^2$ with the $D$ of part 1.

At the shortest wave, $q=\pi$, the ratio is $1-f=0.9$. Double jumps then connect sites of equal density and do nothing to level the wave, while the single jumps that do so have become fewer.

### 4. Atoms that block one another

Let $n_i=1$ if site $i$ is occupied and 0 if it is empty. The rate $\Gamma$ now counts attempts, and an attempt whose path or target is blocked is lost.

**Single jumps.** The net exchange between neighbouring sites is proportional to

$$n_i(1-n_{i+1})-n_{i+1}(1-n_i)=n_i-n_{i+1}.$$

The products cancel, so exclusion does not change the equation for the mean density. With single jumps alone, the collective coefficient is $D_0$ at every coverage.

**Double jumps.** The net exchange between sites $i$ and $i+2$ is proportional to

$$n_i(1-n_{i+1})(1-n_{i+2})-n_{i+2}(1-n_{i+1})(1-n_i)=(1-n_{i+1})(n_i-n_{i+2}).$$

Multiplying out and adding and subtracting $n_{i+1}$ turns this into a difference:

$$(1-n_{i+1})(n_i-n_{i+2})=h_i-h_{i+1},\qquad h_i=n_i+n_{i+1}-n_in_{i+1}.$$

The bond between $i$ and $i+1$ is crossed by single jumps $i\leftrightarrow i+1$ and by double jumps $i-1\leftrightarrow i+1$ and $i\leftrightarrow i+2$. The mean current to the right, in atoms per unit time, is therefore

$$J=\frac{\Gamma(1-f)}{2}\langle n_i-n_{i+1}\rangle+\frac{\Gamma f}{2}\langle(h_{i-1}-h_i)+(h_i-h_{i+1})\rangle .$$

Every allowed jump and its reverse have equal rates, so in equilibrium all arrangements of a given number of atoms are equally likely. In a long row the occupations are then independent, and $\langle h\rangle=2\theta-\theta^2$, with slope $d\langle h\rangle/d\theta=2(1-\theta)$.

In a slowly varying layer this holds locally. Correlations caused by the gradient can shift $\langle h\rangle$ by an amount of first order in the gradient, but the current contains differences of $h$ between neighbouring places, where such a shift enters at second order. To first order,

$$J=-\left[\frac{\Gamma(1-f)}{2}+\frac{\Gamma f}{2}\cdot2\cdot2(1-\theta)\right]a\,\frac{d\theta}{dx}.$$

The number of atoms per unit length is $\theta/a$, so Fick's law reads $J=-(D/a)\,d\theta/dx$. Comparison gives

$$\frac{D(\theta)}{D_0}=1-f+4f(1-\theta)=1+3f-4f\theta .$$

For $f=0.1$ this is $1.3-0.4\theta$. The full 30 percent is the dilute limit. The gain vanishes at $\theta=3/4$, and above that coverage double attempts lower $D$, because too many of them are blocked.

The argument can be tested on a ring of 12 sites with 6 atoms. Diagonalizing the rate matrix for all arrangements gives the slowest relaxation rate with every correlation included. Its ratio to the value for single jumps alone is 1.0857. For a wave of finite length, replacing $1-n_{i+1}$ by its mean $1-\theta$ gives $1-f+2f(1-\theta)(1+\cos q)$; with $\theta=1/2$ and $q=2\pi/12$ this is 1.0866. The two differ by less than 0.1 percent. This closeness is special to half filling. On a ring of $L$ sites with exactly $N$ atoms, given one occupied and one empty end site, the middle site is empty with probability $(L-N-1)/(L-2)$, which equals $1-\theta$ only for $\theta=1/2$. With 3 or 9 atoms on 12 sites the formula is off by 1.5 and 2.0 percent of the exact value, and the gap shrinks as the ring grows. The long-wave value at this coverage is 1.10.

### 5. Numbers and neglected effects

The thermal energy at 130 K is $k_BT=11.20$ meV, so

$$\Gamma=\nu e^{-E/k_BT}=3\times10^{12}\,e^{-0.30/0.01120}\ \mathrm{s^{-1}}\approx7.0\ \mathrm{s^{-1}}.$$

With $a=2.7\times10^{-8}$ cm,

$$D_0=\tfrac12(7.03)(2.7\times10^{-8})^2=2.56\times10^{-15}\ \mathrm{cm^2/s},$$

$$D=1.3\,D_0=3.33\times10^{-15}\ \mathrm{cm^2/s}=0.333\ \mathrm{nm^2/s}.$$

In 10 s the atom makes about 70 jumps. The rms displacement $\sqrt{2Dt}$ is 2.26 nm without double jumps and 2.58 nm with them. It grows by the factor $\sqrt{1.3}$, or 14 percent.

**The real case.** These parameters are rough values in the regime of palladium adatoms in the atomic channels of the tungsten (211) surface. The double-jump fraction is an assumption here, not a computed or measured property of that system. On a real surface longer jumps need not be rare and their share generally changes with temperature, so the real gain can differ widely from 30 percent. The prefactor is reasonable for a cosine potential of height $E$ and period $a$, for which $m\omega^2=2\pi^2E/a^2$. With $m=106$ u, the harmonic estimate for both directions, $2\omega/2\pi$, is $2.7\times10^{12}\ \mathrm{s^{-1}}$. Real adatoms also attract or repel one another, and at finite coverage this can outweigh the 30 percent, as the following estimate shows.

**Attraction.** Suppose neighbouring atoms gain $\varepsilon=20$ meV, and let $\theta=0.10$. Write $c=\theta(1-\theta)$, $B=e^{\varepsilon/k_BT}$, and $p$ for the probability that a given site is occupied and its right neighbour empty. The pairs occupied–occupied and empty–empty have probabilities $\theta-p$ and $1-\theta-p$. In a chain with neighbour interactions these obey

$$(\theta-p)(1-\theta-p)=Bp^2\quad\Rightarrow\quad p=\frac{2c}{1+g},\qquad g=\sqrt{1+4c(B-1)} .$$

The correlation of occupations falls by the factor $r=1-p/c$ per site. The number fluctuation per site is thus $c(1+r)/(1-r)=c(2c-p)/p=cg$, against $c$ for exclusion alone. The rise of chemical potential with coverage, which drives collective diffusion, is inversely proportional to this fluctuation. It is therefore multiplied by $1/g=0.60$. If the mobility stayed the same, $D$ would fall by 40 percent. The mobility generally changes too, by an amount that depends on how the attraction enters the jump rates. If a jump is slowed by $1/B$ when it leaves a neighbour behind, the mean rate of single jumps across a bond is proportional to $p^2/\theta+(\theta-p)p/(\theta B)=0.049$ in place of $c=0.09$. For this rule the current is again a difference of a local function, as in part 4, so the two factors simply multiply, and $D$ for single jumps falls to $0.60\times0.049/0.09=0.33$ of $D_0$.

**Other corrections.**

- Blocking at $\theta=0.10$ reduces the collective ratio $D/D_0$ from 1.30 to 1.26. This does not describe the displacement of one marked atom. Atoms in a row cannot pass one another, so a marked atom is confined by its neighbours: at this coverage its rms displacement in 10 s is about 1.8 nm instead of 2.58 nm, and at long times its mean square displacement grows only as $\sqrt t$.
- A triple jump contributes $3^2=9$ to the mean square length in place of 1. If one percent of all jumps are triple, at the expense of single ones, the ratio rises by $0.01\times8$ to 1.38. Rare longer jumps thus matter more than their number suggests.
- For a density wave of length 10 nm, the decay ratio of part 3 is 1.297, so the long-wave limit is adequate.
- Tunnelling through the top of the cosine barrier, where $\hbar\omega=5.66$ meV, multiplies $\Gamma$ by about $1+(\hbar\omega/k_BT)^2/24$, an increase of 1.1 percent. Quantization of the vibration in the well, which has the same $\omega$, adds about 1.0 percent more, so the quantum correction to $\Gamma$ is about 2 percent in all. At fixed $\Gamma$ it does not enter the comparison.

**Temperature.** In an experiment it is the temperature, not $\Gamma$, that is set. With $E$, $\nu$ and $f$ fixed, a rise of only 1.3 K at 130 K increases $\Gamma$, and hence $D$, by 30 percent. A measured $D$ alone therefore cannot reveal the double jumps unless the temperature, barrier and prefactor are known well enough. Counting the jumps separates their length from their rate. So does the distribution of displacements, provided the intervals are short. With about one jump per interval a few hundred observations distinguish it from single jumps at the rate $1.3\Gamma$ at the level of two standard deviations. After the 70 jumps of the example both distributions are nearly the same Gaussian, and about a million observations would be needed for the same level.

## Table of computed values

```
double-jump fraction f: 0.10
D ratio at fixed total rate (master equation): 1.3000
D ratio, doubles replaced by two free singles: 1.1000
D ratio, doubles added at fixed single rate: 1.4444
half-filled 12-site ring, decay ratio, exact: 1.0857
half-filled 12-site ring, decay ratio, formula: 1.0866
long-wave D ratio at coverage 0.50: 1.1000
coverage where the gain vanishes: 0.7500
site spacing: 0.27 nm
barrier: 0.30 eV
total prefactor: 3.0e+12 1/s
temperature: 130 K
thermal energy: 11.20 meV
total jump rate: 7.029 1/s
D, single jumps only: 2.562e-15 cm2/s
D, with double jumps: 3.330e-15 cm2/s
D, with double jumps: 0.3330 nm2/s
observation time: 10 s
mean number of jumps in that time: 70.3
rms displacement, single jumps only: 2.264 nm
rms displacement, with double jumps: 2.581 nm
example coverage for neglected effects: 0.10
D ratio with blocking at that coverage: 1.2600
assumed neighbour attraction: 20 meV
thermodynamic factor relative to exclusion: 0.599
D ratio with 10% double and 1% triple jumps: 1.3800
density wavelength: 10 nm
decay ratio at that wavelength: 1.2971
adatom mass: 106 u
barrier-top quantum hbar*omega: 5.66 meV
tunnelling factor on the jump rate: 1.0107
harmonic total prefactor, cosine well: 2.74e+12 1/s
temperature error imitating the gain: 1.29 K
```
